# Plane-Wave Beams and Reflection Matrices from a Layer of Spherical Scatterers: verification in Python

```python
"""Electron scattering by one layer of muffin-tin potentials on a square lattice.

Result under test: a Bloch sum of outgoing spherical waves h_l Y_L equals
    sum_g 2 pi/(A kappa Kz_g) i^(-l) Y_L(K_g) exp(i K_g.r),
and the layer scatters beam g' (direction s') into beam g (direction s) with
    M = 8 pi^2/(A kappa Kz_g) sum_LL' i^(-l) Y_L(K_g) T_LL' i^l' Y_L'(K_g'),
    T = (1 - t G)^(-1) t.
A: cell area; kappa: wavenumber outside the spheres; K_g = (k+g, s Kz_g);
Kz_g: positive (open beam) or positive imaginary (evanescent beam);
t: single-site matrix; G: structure constants of the layer.
Real spherical harmonics are used. Lengths in nm, energies in eV.
The layer matrices are checked against a variational slab calculation that
uses only in-plane Fourier coefficients of the potential and polynomials in z.
"""
import numpy as np
from math import factorial, pi, sqrt
from numpy.polynomial.legendre import legder, legval, leggauss
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import spherical_jn, spherical_yn, erfc, jv

hbar2_2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
a, radius, depth, energy = 0.30, 0.14, 30.0, 13.0
area = a * a
kappa = sqrt(energy / hbar2_2m)
g_unit = 2 * pi / a
k_par = np.array([0.20, 0.05]) * g_unit
LMAX = 8


def i_power(n):
    return np.array([1, 1j, -1, -1j])[np.asarray(n) % 4]


def l_list(lmax):
    return np.concatenate([np.full(2 * l + 1, l) for l in range(lmax + 1)])


def harmonics(l, u):
    """Real Y_lm, m=-l..l, as polynomials in u; u[2] may be complex."""
    p = u[0] + 1j * u[1]
    out = [None] * (2 * l + 1)
    for m in range(l + 1):
        norm = sqrt((2*l + 1) / (4*pi) * factorial(l - m) / factorial(l + m))
        polar = norm * legval(u[2], legder([0.0] * l + [1.0], m))
        if m == 0:
            out[l] = polar
        else:
            azimuth = p**m
            out[l + m] = sqrt(2) * polar * azimuth.real
            out[l - m] = sqrt(2) * polar * azimuth.imag
    return np.array(out)


def all_harmonics(lmax, u):
    return np.concatenate([harmonics(l, u) for l in range(lmax + 1)])


def hankel(l, x):
    return spherical_jn(l, x) + 1j * spherical_yn(l, x)


def make_beams(cut):
    """Beams with |g| <= cut*2pi/a, ordered by |k+g|."""
    n = int(cut) + 1
    grid = np.array([(i, j) for i in range(-n, n + 1)
                     for j in range(-n, n + 1) if i*i + j*j <= cut*cut])
    q = k_par + grid * g_unit
    order = np.argsort(np.hypot(q[:, 0], q[:, 1]))
    grid, q = grid[order], q[order]
    return grid, q, np.sqrt(kappa**2 - np.sum(q**2, axis=1) + 0j)


def beam_direction(q, kz, sign):
    return np.array([q[:, 0] + 0j, q[:, 1] + 0j, sign * kz]) / kappa


# Lattice sites with a wide smooth cutoff. Its error falls as
# exp(-(gap*width)^2/4), gap = distance of kappa from the nearest threshold.
_, q_near, _ = make_beams(4)
gap = np.min(np.abs(np.hypot(q_near[:, 0], q_near[:, 1]) - kappa))
width = 10 / gap
n_max = int(10 * width / a) + 1
axis = np.arange(-n_max, n_max + 1) * a
sx, sy = [c.ravel() for c in np.meshgrid(axis, axis, indexing="ij")]
inside = np.hypot(sx, sy) <= 10 * width
sites = np.array([sx[inside], sy[inside], np.zeros(inside.sum())])
site_dist = np.hypot(sites[0], sites[1])
site_weight = (0.5 * erfc((site_dist - 5 * width) / width)
               * np.exp(1j * (k_par @ sites[:2])))


def lattice_sum(r, lmax, skip_origin):
    """Sum over R of exp(ik.R) h_l(kappa|r-R|) Y_L(r-R)."""
    keep = site_dist > (0.5 * a if skip_origin else -1.0)
    d = np.asarray(r)[:, None] - sites[:, keep]
    dist = np.sqrt(np.sum(d**2, axis=0))
    return np.concatenate([
        harmonics(l, d / dist) @ (site_weight[keep] * hankel(l, kappa * dist))
        for l in range(lmax + 1)])


# ---- Test: spherical waves of the lattice against plane-wave beams
_, q_many, kz_many = make_beams(20)
ls3 = l_list(3)


def beam_terms(r, sign):
    y = all_harmonics(3, beam_direction(q_many, kz_many, sign))
    wave = np.exp(1j * (q_many @ r[:2] + sign * kz_many * r[2]))
    return i_power(-ls3)[:, None] * y * wave * 2*pi / (area*kappa*kz_many)


conversion_error = 0.0
for sign in (1, -1):
    point = np.array([0.07, 0.04, sign * 0.10])
    direct = lattice_sum(point, 3, False)
    terms = beam_terms(point, sign)
    conversion_error = max(conversion_error,
                           np.max(np.abs(direct - terms.sum(axis=1))))
    if sign == 1:
        open_many = kz_many.imag == 0
        sample = (direct[2], terms[2].sum(), terms[2, open_many].sum())
assert conversion_error < 1e-7

# ---- Gaunt integrals by exact quadrature, and the re-expansion matrix
n_theta, n_phi = 2 * LMAX + 2, 4 * LMAX + 4
cos_t, w_t = leggauss(n_theta)
phi = np.arange(n_phi) * 2 * pi / n_phi
ct, ph = [c.ravel() for c in np.meshgrid(cos_t, phi, indexing="ij")]
w_sphere = np.repeat(w_t, n_phi) * 2 * pi / n_phi
st = np.sqrt(1 - ct**2)
y_sphere = all_harmonics(2*LMAX, np.array([st*np.cos(ph), st*np.sin(ph), ct]))
n_L = (LMAX + 1)**2
pairs = (y_sphere[:n_L, None] * y_sphere[None, :n_L]).reshape(n_L**2, -1)
gaunt = ((pairs * w_sphere) @ y_sphere.T).reshape(n_L, n_L, -1)
ls, ls_big = l_list(LMAX), l_list(2 * LMAX)


def structure(d_values):
    phase = i_power(ls[:, None] - ls[None, :])
    return 4 * pi * phase * (gaunt @ (i_power(ls_big) * d_values))


# ---- Test: a single displaced outgoing wave re-expanded about the origin
shift = np.array([0.20, -0.10, 0.25])
small = np.array([0.010, 0.008, -0.012])


def outgoing(lmax, r):
    d = np.linalg.norm(r)
    return all_harmonics(lmax, r / d) * np.array(
        [hankel(l, kappa * d) for l in l_list(lmax)])


d_small = np.linalg.norm(small)
regular = all_harmonics(LMAX, small / d_small) * np.array(
    [spherical_jn(l, kappa * d_small) for l in ls])
re_expanded = regular @ structure(outgoing(2 * LMAX, shift))
addition_error = np.max(np.abs(re_expanded[:9] - outgoing(2, small + shift)))
assert addition_error < 1e-6

G = structure(lattice_sum(np.zeros(3), 2 * LMAX, True))

# ---- Beams for the layer matrices
grid5, q5, kz5 = [x[:5] for x in make_beams(4.5)]
n_open = int(np.sum(kz5.imag == 0))
assert n_open == int(np.sum(open_many))
Y = {s: all_harmonics(LMAX, beam_direction(q5, kz5, s)) for s in (1, -1)}

# ---- Test: Hermitian part of G is fixed by the open beams alone
Q = np.hstack([i_power(ls)[:, None] * Y[s][:, :n_open]
               * np.sqrt(4*pi**2 / (area*kappa*kz5[:n_open].real))
               for s in (1, -1)])
hermitian_error = np.max(np.abs(
    np.eye(n_L) + (G + G.conj().T) / 2 - Q @ Q.conj().T))
assert hermitian_error < 1e-7


# ---- Phase shifts from the radial Schroedinger equation, R_l = r^l w(r)
def phase_shift(l):
    def wave_sq(r):
        return kappa**2 + depth * (1 - (r / radius)**2)**2 / hbar2_2m

    def rhs(r, w):
        return [w[1], -2 * (l + 1) / r * w[1] - wave_sq(r) * w[0]]
    r0 = 1e-4 * radius
    sol = solve_ivp(rhs, (r0, radius), [1.0, -wave_sq(r0)*r0/(2*l + 3)],
                    method="DOP853", rtol=1e-11, atol=1e-13)
    assert sol.success
    x = kappa * radius
    log_der = l / radius + sol.y[1, -1] / sol.y[0, -1]
    top = kappa*spherical_jn(l, x, True) - log_der*spherical_jn(l, x)
    bottom = kappa*spherical_yn(l, x, True) - log_der*spherical_yn(l, x)
    return np.arctan(top / bottom)


delta = np.array([phase_shift(l) for l in range(LMAX + 1)])
t_site = 1j * np.exp(1j * delta) * np.sin(delta)


def layer(lmax, G_used):
    """Scattered amplitudes M[s, s'] for the five lowest beams."""
    n = (lmax + 1)**2
    t = np.diag(t_site[ls[:n]])
    T = np.linalg.solve(np.eye(n) - t @ G_used[:n, :n], t)
    pref = 8 * pi**2 / (area * kappa * kz5)
    return {(s, s2): pref[:, None] * (
        (i_power(-ls[:n])[:, None] * Y[s][:n]).T @ T
        @ (i_power(ls[:n])[:, None] * Y[s2][:n]))
        for s in (1, -1) for s2 in (1, -1)}


def from_above(M):
    """Reflection and transmission matrices for incidence from z > 0."""
    return M[1, -1], np.eye(5) + M[-1, -1]


def unitarity_defect(M):
    root = np.sqrt(kz5[:n_open].real)
    scale = root[:, None] / root[None, :]
    S = np.eye(2 * n_open) + np.block(
        [[scale * M[s, s2][:n_open, :n_open] for s2 in (1, -1)]
         for s in (1, -1)])
    return np.max(np.abs(S.conj().T @ S - np.eye(2 * n_open)))


def fluxes(refl, trans):
    ratio = kz5[:n_open].real / kz5[0].real
    return (ratio * np.abs(refl[:n_open, 0])**2,
            ratio * np.abs(trans[:n_open, 0])**2)


M = layer(LMAX, G)
defects = {l: unitarity_defect(layer(l, G)) for l in (1, 3, LMAX)}
assert max(defects.values()) < 1e-7
M_single = layer(LMAX, 0 * G)
defect_single = unitarity_defect(M_single)
assert defect_single > 0.01
reflection, transmission = from_above(M)


# ---- Independent road: coupled plane waves, polynomials in z, both parities
def slab_matrices(cut, n_poly=12):
    grid, _, kz = make_beams(cut)
    n = len(grid)
    diff2 = np.sum((grid[:, None] - grid[None])**2, axis=2)
    values, index = np.unique(diff2.ravel(), return_inverse=True)
    index = np.asarray(index).reshape(n, n)
    nodes, weights = leggauss(40)
    x, w = (nodes + 1) / 2, weights * radius / 2          # x = z/radius
    disc = radius * np.sqrt(1 - x**2)                     # cut of the sphere
    arg = np.maximum(g_unit * np.sqrt(values)[:, None] * disc, 1e-3)
    U = (-depth / (hbar2_2m * area) * 16 * pi * disc**6 / radius**4
         * jv(3, arg) / arg**3)
    one, diag = np.eye(n), np.arange(n)
    parity_reflection = []
    for parity in (0, 1):
        unit = [[0.0] * d + [1.0] for d in 2 * np.arange(n_poly) + parity]
        P = np.array([legval(x, c) for c in unit])
        dP = np.array([legval(x, legder(c)) for c in unit]) / radius
        products = (P[:, None] * P[None]).reshape(n_poly**2, -1) * w
        H = (U @ products.T)[index].reshape(n, n, n_poly, n_poly)
        H[diag, diag] += ((dP * w) @ dP.T
                          - (kz**2).real[:, None, None] * ((P * w) @ P.T))
        H = H.transpose(0, 2, 1, 3).reshape(n * n_poly, n * n_poly)
        edge = np.kron(one, np.ones((n_poly, 1)))         # P_d(1) = 1
        value_per_slope = edge.T @ np.linalg.solve(H, edge)
        ik = 1j * value_per_slope * kz[None]
        parity_reflection.append(-np.linalg.solve(one - ik, one + ik))
    even, odd = parity_reflection
    back = np.exp(-1j * kz[:5] * radius)      # move reference planes to z=0
    back = back[:, None] * back[None]
    return (back * (even + odd)[:5, :5] / 2,
            back * (even - odd)[:5, :5] / 2, n)


def differences(pair1, pair2):
    d = np.maximum(np.abs(pair1[0] - pair2[0]), np.abs(pair1[1] - pair2[1]))
    return d[:n_open, :n_open].max(), d.max()


slabs = [slab_matrices(cut) for cut in (4.5, 6.0, 7.5)]
R_slab, T_slab, n_slab = slabs[-1]
open_diff, all_diff = differences((R_slab, T_slab), from_above(M))


def show(v):
    return f"{v.real:+.6f} {v.imag:+.6f}i"


print(f"a = {a:.2f} nm, A = {area:.4f} nm^2, s = {radius:.2f} nm")
print(f"V0 = {depth:.1f} eV, E = {energy:.1f} eV")
print(f"hbar^2/2m = {hbar2_2m:.7f} eV nm^2, kappa = {kappa:.5f} nm^-1")
print(f"2pi/a = {g_unit:.5f} nm^-1, k = {k_par[0]:.5f}, {k_par[1]:.5f} nm^-1")
angle = np.degrees(np.arcsin(np.linalg.norm(k_par) / kappa))
print(f"angle of incidence from normal = {angle:.3f} deg")
print(f"open beams: {n_open}")
for g, q, kz in zip(grid5, q5, kz5):
    tail = f", decay length {1/kz.imag:.5f} nm" if kz.imag > 0 else ""
    print(f"g=({g[0]},{g[1]}): |k+g| = {np.linalg.norm(q):.4f}, "
          f"Kz = {kz.real:.4f}{kz.imag:+.4f}i nm^-1{tail}")
print("l=1, m=0 lattice wave at (0.07, 0.04, 0.10) nm, dimensionless:")
print(f"  sum over {len(site_dist)} sites: {show(sample[0])}")
print(f"  sum over {len(kz_many)} beams: {show(sample[1])}")
print(f"  open beams only: {show(sample[2])}")
print(f"largest conversion error, l<=3, both sides: {conversion_error:.1e}")
print(f"re-expansion error: {addition_error:.1e}")
print(f"error of Hermitian-part identity for G: {hermitian_error:.1e}")
for l in range(LMAX + 1):
    print(f"phase shift l={l}: {delta[l]:.5e} rad")
print("incidence from above in g=(0,0); amplitudes referred to z=0")
for j, g in enumerate(grid5):
    print(f"g=({g[0]},{g[1]}) reflected:   {show(reflection[j, 0])}")
    print(f"g=({g[0]},{g[1]}) transmitted: {show(transmission[j, 0])}")
print(f"slab check g=(0,0) reflected:   {show(R_slab[0, 0])}")
print(f"slab check g=(0,0) transmitted: {show(T_slab[0, 0])}")
fr, ft = fluxes(reflection, transmission)
for j in range(n_open):
    print(f"flux fraction g=({grid5[j][0]},{grid5[j][1]}): "
          f"reflected {fr[j]:.6f}, transmitted {ft[j]:.6f}")
print(f"total flux fraction = {fr.sum() + ft.sum():.9f}")
fs, fts = fluxes(*from_above(M_single))
print(f"total with G=0 = {fs.sum() + fts.sum():.6f}, "
      f"unitarity defect {defect_single:.4f}")
for l in range(2, LMAX + 1):
    f_l, _ = fluxes(*from_above(layer(l, G)))
    print(f"lmax={l}: total reflected fraction {f_l.sum():.7f}")
print("unitarity defect: " + ", ".join(
    f"lmax={l}: {d:.1e}" for l, d in defects.items()))
print("largest difference from slab check (open beams; all five beams):")
for R_s, T_s, n_s in slabs:
    d_o, d_a = differences((R_s, T_s), from_above(M))
    print(f"  {n_s} plane waves, lmax={LMAX}: {d_o:.1e}; {d_a:.1e}")
d_o, d_a = differences((R_slab, T_slab), from_above(layer(6, G)))
print(f"  {n_slab} plane waves, lmax=6: {d_o:.1e}; {d_a:.1e}")
largest = max(np.abs(reflection).max(), np.abs(transmission).max())
print(f"largest matrix element among the five beams: {largest:.3f}")
# Tolerances cover the finite plane-wave and angular-momentum cutoffs.
assert open_diff < 1e-4
assert all_diff < 1e-3
print("all good")
```

Output:

```
a = 0.30 nm, A = 0.0900 nm^2, s = 0.14 nm
V0 = 30.0 eV, E = 13.0 eV
hbar^2/2m = 0.0380998 eV nm^2, kappa = 18.47184 nm^-1
2pi/a = 20.94395 nm^-1, k = 4.18879, 1.04720 nm^-1
angle of incidence from normal = 13.518 deg
open beams: 2
g=(0,0): |k+g| = 4.3177, Kz = 17.9601+0.0000i nm^-1
g=(-1,0): |k+g| = 16.7879, Kz = 7.7056+0.0000i nm^-1
g=(0,-1): |k+g| = 20.3329, Kz = 0.0000+8.4981i nm^-1, decay length 0.11767 nm
g=(0,1): |k+g| = 22.3865, Kz = 0.0000+12.6470i nm^-1, decay length 0.07907 nm
g=(1,0): |k+g| = 25.1545, Kz = 0.0000+17.0746i nm^-1, decay length 0.05857 nm
l=1, m=0 lattice wave at (0.07, 0.04, 0.10) nm, dimensionless:
  sum over 123033 sites: +0.059337 -0.080205i
  sum over 1257 beams: +0.059337 -0.080205i
  open beams only: +0.049428 -0.040418i
largest conversion error, l<=3, both sides: 4.0e-13
re-expansion error: 2.7e-12
error of Hermitian-part identity for G: 1.8e-10
phase shift l=0: 1.23074e+00 rad
phase shift l=1: 7.42523e-01 rad
phase shift l=2: 7.31539e-02 rad
phase shift l=3: 4.81217e-03 rad
phase shift l=4: 2.36894e-04 rad
phase shift l=5: 8.62621e-06 rad
phase shift l=6: 2.38820e-07 rad
phase shift l=7: 5.18097e-09 rad
phase shift l=8: 9.03772e-11 rad
incidence from above in g=(0,0); amplitudes referred to z=0
g=(0,0) reflected:   +0.016499 -0.643123i
g=(0,0) transmitted: +0.552538 +0.031072i
g=(-1,0) reflected:   +0.311443 -0.701492i
g=(-1,0) transmitted: -0.214388 -0.131287i
g=(0,-1) reflected:   -4.564112 +2.778898i
g=(0,-1) transmitted: -5.013604 +3.423720i
g=(0,1) reflected:   +1.522618 -1.156535i
g=(0,1) transmitted: +1.070037 -0.508635i
g=(1,0) reflected:   -0.436706 +0.169502i
g=(1,0) transmitted: -0.844753 +0.878175i
slab check g=(0,0) reflected:   +0.016498 -0.643124i
slab check g=(0,0) transmitted: +0.552536 +0.031071i
flux fraction g=(0,0): reflected 0.413879, transmitted 0.306263
flux fraction g=(-1,0): reflected 0.252743, transmitted 0.027115
total flux fraction = 1.000000000
total with G=0 = 0.708244, unitarity defect 1.5867
lmax=2: total reflected fraction 0.7167354
lmax=3: total reflected fraction 0.6687828
lmax=4: total reflected fraction 0.6667463
lmax=5: total reflected fraction 0.6666413
lmax=6: total reflected fraction 0.6666238
lmax=7: total reflected fraction 0.6666222
lmax=8: total reflected fraction 0.6666220
unitarity defect: lmax=1: 1.4e-11, lmax=3: 1.5e-11, lmax=8: 1.5e-11
largest difference from slab check (open beams; all five beams):
  69 plane waves, lmax=8: 4.0e-05; 1.4e-03
  113 plane waves, lmax=8: 6.7e-06; 2.3e-04
  177 plane waves, lmax=8: 1.7e-06; 5.7e-05
  177 plane waves, lmax=6: 6.1e-07; 4.4e-04
largest matrix element among the five beams: 23.899
all good
```
